# Image energy of a Gaussian charge in a neutralised cubic cell, part 1

(Sections cited here and not found follow in the second part.)

## 1. One Gaussian charge and its images

### A missing 1.95 eV

An elementary charge is spread as a Gaussian of width 0.10 nm. Alone in vacuum it has an electrostatic self-energy of 4.06206 eV. Repeated in a cubic cell of edge 1.0 nm, with a uniform background that makes the cell neutral, the same charge has an energy of 2.10974 eV per cell. The charge itself has not changed, yet 1.95233 eV has gone.

For a lattice of point charges in a neutralising background the corresponding change is \(-2.04280\) eV, slightly more than the whole loss. That leaves \(+0.0905\) eV to explain. With the width held fixed and the edge doubled to 2.0 nm, this residue falls to 0.0113 eV, a factor of eight. A residue proportional to the inverse volume suggests the background, whose density is also proportional to the inverse volume. The calculation below starts from one spherical Gaussian and finds where the residue comes from.

### Density, moment and units

Gaussian units are used, in which two point charges \(q\) at distance \(r\) have energy \(q^2/r\). For elementary charges \(e^2=1.439965\) eV nm. The charge density is

\[
\rho(\mathbf r)=\frac{q}{(2\pi s^2)^{3/2}}\,e^{-r^2/(2s^2)} ,
\]

where \(s\) is the standard deviation along each axis. The second radial moment is defined with the charge included:

\[
Q=\int \rho(\mathbf r)\,r^2\,d^3r .
\]

It therefore carries the sign of \(q\) for a single Gaussian. To evaluate it, note that \(x\,e^{-x^2/(2s^2)}=-s^2\,\frac{d}{dx}e^{-x^2/(2s^2)}\). Integration by parts then gives

\[
\int x^2e^{-x^2/(2s^2)}dx=s^2\int e^{-x^2/(2s^2)}dx ,
\]

so the mean of \(x^2\) is \(s^2\). The three axes contribute equally, and \(Q=3qs^2\). For the example, \(Q=3\times(0.10)^2=0.0300\) \(e\) nm².

The cell is a cube of edge \(L\) and volume \(V=L^3\). Its lattice vectors are \(\mathbf R=L(n_1,n_2,n_3)\) and its reciprocal vectors are \(\mathbf G=(2\pi/L)(m_1,m_2,m_3)\), with integer components. The full periodic density is

\[
n(\mathbf r)=\sum_{\mathbf R}\rho(\mathbf r-\mathbf R)-\frac{q}{V}.
\]

The tails of a Gaussian may cross the cell boundary; this sum includes them. The shape of \(\rho\) is held fixed throughout, so it does not respond to the field of its images.

The quantity wanted is the image energy

\[
E_{\rm im}=E_{\rm per}-E_{\rm iso},
\]

the energy per cell, background included, minus the self-energy of one isolated Gaussian. It is the error of the periodic energy. To recover the isolated energy one subtracts \(E_{\rm im}\).

### The periodic energy in Fourier space

The Fourier transform of the Gaussian is needed first. In one dimension, completing the square gives

\[
-\frac{x^2}{2s^2}-ikx=-\frac{(x+iks^2)^2}{2s^2}-\frac{k^2s^2}{2}.
\]

The integrand is analytic and decays at large \(|x|\), so the shift \(iks^2\) does not change the integral. The product over three axes is

\[
\tilde\rho(\mathbf k)=\int\rho(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}d^3r=q\,e^{-k^2s^2/2}.
\]

Now expand the periodic density as \(n(\mathbf r)=\sum_{\mathbf G}n_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}\). The integral over one cell of a sum over all images equals the integral over all space of one member. For \(\mathbf G\ne0\) the uniform background contributes nothing, and

\[
n_{\mathbf G}=\frac{1}{V}\int_{\rm cell}n\,e^{-i\mathbf G\cdot\mathbf r}d^3r=\frac{\tilde\rho(\mathbf G)}{V}.
\]

At \(\mathbf G=0\) the background cancels the charge, so \(n_0=0\). Poisson's equation \(\nabla^2\phi=-4\pi n\) becomes \(G^2\phi_{\mathbf G}=4\pi n_{\mathbf G}\), which fixes every coefficient except \(\phi_0\). That coefficient is the cell average of the potential, and it is set to zero here.

The field energy per cell is \(\frac{1}{8\pi}\int_{\rm cell}|\nabla\phi|^2d^3r\). Integrating by parts, the surface terms on opposite faces cancel because \(\phi\) is periodic, and the energy becomes \(\frac12\int_{\rm cell}n\phi\,d^3r\). Adding a constant to \(\phi\) changes this by the constant times half the total charge of the cell, which is zero. The energy does not depend on the choice of \(\phi_0\). Inserting the coefficients,

\[
E_{\rm per}=\frac V2\sum_{\mathbf G\ne0}n_{\mathbf G}^*\phi_{\mathbf G}
=\frac{2\pi}{V}\sum_{\mathbf G\neq0}\frac{|\tilde\rho(\mathbf G)|^2}{G^2}
=\frac{2\pi q^2}{V}\,S(s^2),
\]

\[
S(t)=\sum_{\mathbf G\ne0}\frac{e^{-G^2t}}{G^2}.
\]

The two factors \(e^{-G^2s^2/2}\), one from each density, have combined into \(e^{-G^2s^2}\). This is why \(t=s^2\) and not \(s^2/2\).

A limit tests the expression. When \(s\gg L\) the Gaussians overlap into a nearly uniform density, which the background cancels. The energy should vanish, and it does: the six shortest reciprocal vectors have \(G=2\pi/L\), so the leading term is

\[
E_{\rm per}\approx\frac{2\pi q^2}{L^3}\,\frac{6L^2}{4\pi^2}\,e^{-4\pi^2s^2/L^2}
=\frac{3q^2}{\pi L}\,e^{-4\pi^2s^2/L^2}.
\]

### The isolated energy

For one charge in infinite space the sum over \(\mathbf G\) is replaced by an integral, \(\frac1V\sum_{\mathbf G}\to\int d^3k/(2\pi)^3\). This is the Fourier form of \(\frac12\int\rho\phi_{\rm iso}\,d^3r\), with \(\tilde\phi_{\rm iso}=4\pi\tilde\rho/k^2\):

\[
E_{\rm iso}=\frac12\int\frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^2}q^2e^{-k^2s^2}.
\]

With \(d^3k=4\pi k^2dk\) the factor \(k^2\) cancels, and the constants are \(\frac12\cdot\frac{16\pi^2}{8\pi^3}=\frac1\pi\). Thus

\[
E_{\rm iso}=\frac{q^2}{\pi}\int_0^\infty e^{-k^2s^2}dk=\frac{q^2}{2\sqrt\pi\,s}.
\]

For \(s=0.10\) nm this is \(1.439965/(2\times1.77245\times0.10)=4.062\) eV, the value quoted at the start.

The image energy is thus the difference between a sum over a grid of wave vectors and the integral it approximates. The integrand \(e^{-k^2s^2}/k^2\) is singular at \(k=0\), and the sum leaves that point out. These two facts produce the two terms that follow.

### Removing the singularity by a derivative

Differentiating \(S\) with respect to \(t\) cancels the \(1/G^2\):

\[
\frac{dS}{dt}=-\sum_{\mathbf G\neq0}e^{-G^2t}=1-\sum_{\mathbf G}e^{-G^2t}.
\]

The last sum includes \(\mathbf G=0\), and the explicit 1 compensates for it.

The complete sum can be moved to real space. Take the normalised Gaussian

\[
g(\mathbf r)=(4\pi t)^{-3/2}e^{-r^2/(4t)},
\]

whose variance along each axis is \(2t\). By the transform found above, with \(s^2\) replaced by \(2t\) and \(q\) by 1, \(\tilde g(\mathbf k)=e^{-k^2t}\). The periodic function \(\sum_{\mathbf R}g(\mathbf r-\mathbf R)\) has Fourier coefficients \(\tilde g(\mathbf G)/V\), by the same argument as for \(n_{\mathbf G}\). Evaluating its Fourier series at \(\mathbf r=0\) gives the Poisson summation formula for this function,

\[
\sum_{\mathbf R}g(\mathbf R)=\frac1V\sum_{\mathbf G}e^{-G^2t}.
\]

Therefore

\[
\frac{dS}{dt}=1-\frac{V}{(4\pi t)^{3/2}}\sum_{\mathbf R}e^{-R^2/(4t)}.
\]

### Integrating back

Each term on the right is the derivative of a known function. The 1 is the derivative of \(t\).

For \(\mathbf R=0\), use \(\frac{d}{dt}(2t^{-1/2})=-t^{-3/2}\) and \((4\pi)^{3/2}=8\pi^{3/2}\):

\[
-\frac{V}{(4\pi t)^{3/2}}=\frac{d}{dt}\,\frac{V}{4\pi^{3/2}\sqrt t}.
\]

For \(\mathbf R\neq0\), use the complementary error function \({\rm erfc}(x)=\frac{2}{\sqrt\pi}\int_x^\infty e^{-u^2}du\). Its derivative is \(-\frac{2}{\sqrt\pi}e^{-x^2}\). With \(x=R/(2\sqrt t)\) and \(dx/dt=-R/(4t^{3/2})\),

\[
\frac{d}{dt}\,{\rm erfc}\!\left(\frac{R}{2\sqrt t}\right)=\frac{R}{2\sqrt\pi\,t^{3/2}}\,e^{-R^2/(4t)}.
\]

Solving for the exponential term,

\[
-\frac{V}{8\pi^{3/2}t^{3/2}}e^{-R^2/(4t)}=-\frac{V}{4\pi R}\,\frac{d}{dt}\,{\rm erfc}\!\left(\frac{R}{2\sqrt t}\right).
\]

The Gaussian decay with \(R\) permits integration term by term, so

\[
S(t)=C+t+\frac{V}{4\pi^{3/2}\sqrt t}-\frac{V}{4\pi}\sum_{\mathbf R\neq0}\frac{{\rm erfc}(R/2\sqrt t)}{R},
\]

where \(C\) does not depend on \(t\). Multiplication by \(2\pi q^2/V\) at \(t=s^2\) gives

\[
E_{\rm per}=\frac{2\pi q^2C}{V}+\frac{2\pi q^2s^2}{V}+\frac{q^2}{2\sqrt\pi\,s}+T(s),
\]

\[
T(s)=-\frac{q^2}{2}\sum_{\mathbf R\ne0}\frac{{\rm erfc}(R/2s)}{R}.
\]

The third term is \(E_{\rm iso}\) and drops out of the image energy. The second, with \(qs^2=Q/3\), is \(2\pi qQ/(3V)\). It comes from the explicit 1 in \(dS/dt\), that is, from the missing \(\mathbf G=0\) term.

### The constant

The constant can depend on nothing but the lattice. Since \(G\) scales as \(1/L\), \(S\) is \(L^2\) times a function of \(t/L^2\), and \(C\) must be \(L^2\) times a pure number. Define \(\alpha\) by

\[
C=-\frac{\alpha L^2}{4\pi},\qquad \frac{2\pi q^2C}{L^3}=-\frac{\alpha q^2}{2L}.
\]

When \(s\to0\) at fixed \(L\), both the \(Q\) term and \(T(s)\) vanish. What remains, \(-\alpha q^2/(2L)\), is the image energy of a point charge.

The same number gives a potential. At the centre of a Gaussian of width \(w\) the periodic potential is

\[
\phi_{\rm per}(0)=\frac{4\pi q}{V}\sum_{\mathbf G\neq0}\frac{e^{-G^2w^2/2}}{G^2}=\frac{4\pi q}{V}S(w^2/2).
\]

Only one density factor appears here, hence \(w^2/2\). The term of \(S\) in \(1/\sqrt t\) is the isolated potential at the centre, since it is the \(\mathbf R=0\) contribution. Removing it and letting \(w\to0\) leaves \(4\pi qC/V=-\alpha q/L\). So \(-\alpha q/L\) is the potential at a point charge due to its images and the background, when the cell average of the total potential is zero. The energy has an additional factor \(q/2\).

### The result and its arithmetic

Collecting the pieces,

\[
E_{\rm im}=-\frac{\alpha q^2}{2L}+\frac{2\pi qQ}{3L^3}-\frac{q^2}{2}\sum_{\mathbf R\neq0}\frac{{\rm erfc}(R/2s)}{R}.
\]

For a simple cubic lattice \(\alpha=2.8372975\); the second half obtains this number from a sum in real space. At \(L=1.0\) nm the first two terms are

\[
-\frac{2.8372975\times1.439965}{2\times1.0}=-2.0428\ {\rm eV},
\]

\[
\frac{2\pi\times1.439965\times0.0300}{3\times1.0^3}=0.0905\ {\rm eV}.
\]

Their sum is \(-1.9523\) eV, or \(-0.07175\) hartree, and it agrees with the difference of the two energies quoted at the start. At 1.5 nm the terms are \(-1.3619\) and 0.0268 eV, and at 2.0 nm they are \(-1.0214\) and 0.0113 eV. The sums again agree with the direct energy differences to the printed 0.00001 eV.

The ratio of the second term to the size of the first is \(4\pi s^2/(\alpha L^2)\), which is 4.4% at \(L=1.0\) nm. A calculation that subtracts only the point-charge term would overestimate the isolated energy by the \(Q\) term, here 0.09 eV.

### When the remainder matters

The six nearest images dominate \(T(s)\) for \(L\gg2s\), so \(T\approx-3q^2\,{\rm erfc}(L/2s)/L\). For positive \(x\), replacing 1 by \(u/x\ge1\) inside the integral for erfc gives the bound

\[
{\rm erfc}(x)<\frac{2}{\sqrt\pi}\int_x^\infty\frac ux e^{-u^2}du=\frac{e^{-x^2}}{\sqrt\pi\,x}.
\]

The remainder therefore falls as \(e^{-L^2/(4s^2)}\). In the example \(L/2s=5\), and its computed value is \(-6.6\times10^{-12}\) eV. If the width is doubled to 0.20 nm in the same 1.0 nm cell, it becomes \(-1.8\) meV.

For a still wider charge the two-term formula fails altogether. Since \(E_{\rm per}\to0\) for \(s\gg L\), the image energy must approach \(-E_{\rm iso}\), whereas the \(Q\) term alone grows as \(s^2\). The erfc sum, no longer small, cancels that growth.

## 2. Potential, shape and screening

### Symbols and results carried over

A Gaussian charge \(q\) has width \(s\) along each axis and second moment \(Q=\int\rho r^2d^3r=3qs^2\). Its cubic cell has edge \(L\), volume \(V=L^3\), lattice vectors \(\mathbf R\), reciprocal vectors \(\mathbf G\) and a neutralising background \(-q/V\). The Fourier transform is \(\tilde\rho(\mathbf k)=qe^{-k^2s^2/2}\). The periodic energy is \((2\pi q^2/V)S(s^2)\), where

\[
S(t)=\sum_{\mathbf G\ne0}\frac{e^{-G^2t}}{G^2}
=-\frac{\alpha L^2}{4\pi}+t+\frac{V}{4\pi^{3/2}\sqrt t}-\frac{V}{4\pi}\sum_{\mathbf R\neq0}\frac{{\rm erfc}(R/2\sqrt t)}{R}.
\]

The image energy, periodic minus isolated, is

\[
E_{\rm im}=-\frac{\alpha q^2}{2L}+\frac{2\pi qQ}{3V}+T(s),\qquad
T(s)=-\frac{q^2}{2}\sum_{\mathbf R\ne0}\frac{{\rm erfc}(R/2s)}{R}.
\]

The cell average of the potential is zero, and \(-\alpha q/L\) is the potential at a point charge due to its images and the background.

For one spherical Gaussian in a cubic cell, the image energy consists of a point-charge term, a \(Q\) term that comes from the missing \(\mathbf G=0\) term, and a remainder that is exponentially small when the cell is much wider than the charge. It remains to obtain \(\alpha\) from a sum in real space, to find where the \(Q\) term acts, and to examine concentric charges, elongated charges and screening by a host.
